# Valence electron energy shift with a closed core as the vacuum: verification in Python

```python
# Furry-picture QED with the Fermi level moved above the closed shells c.
# Result under test (hbar=c=m=1, Delta = e_v - e_c):
#   <v|Sigma'|v> - <v|Sigma|v> = - sum_c <vc|I(Delta)|cv>   (exchange, self-energy loop)
#   <v|U'|v> - <v|U|v>         = + sum_c <vc|I(0)|vc>       (direct, tadpole loop)
# <v|Sigma|v> = (i/2pi) int dw sum_n <vn|I(w)|nv>/(e_v-w-e_n+i0 s_n), s_n = sgn(e_n-E_F)
# I(w) = alpha(1-a1.a2) exp(i|w|r12)/r12. F(w) = sum_{m_c} <vc|I(w)|cv> for a 1s^2 core.
# T+ / T- : core term of the loop with s=+1 (old vacuum) / s=-1 (new vacuum).
# Orbitals psi=(G Om_kappa, i F Om_-kappa)/r; R_L = radial integral with i w j_L(w r<) h_L(w r>).
import numpy as np
from fractions import Fraction as Fr
from math import factorial as fac
from scipy.special import spherical_jn as jn, spherical_yn as yn, gamma, hyp2f1, eval_legendre
from scipy.constants import fine_structure as alpha, physical_constants
pi = np.pi
mc2 = physical_constants['electron mass energy equivalent in MeV'][0]*1e6

def gl(n, a, b):
    x, w = np.polynomial.legendre.leggauss(n)
    return a+(b-a)*(x+1)/2, w*(b-a)/2
def panels(edges, n):
    q = [gl(n, a, b) for a, b in zip(edges[:-1], edges[1:])]
    return np.concatenate([x for x, _ in q]), np.concatenate([w for _, w in q])

# ---------- finite model: exact diagonalization against loop integrals ----------
eps = np.array([-2.0, 0.3, 0.7, 1.5, 2.4]); om = [0.55, 1.7]; v = 3; core = [1, 2]
idx = np.arange(1, 6)
M = [np.cos(0.7*np.outer(idx, idx)+k) for k in range(2)]
def kron(ms):
    out = np.eye(1)
    for m in ms: out = np.kron(out, m)
    return out
low = np.array([[0., 1.], [0., 0.]])
an = [kron([np.diag([1., -1.])]*j+[low]+[np.eye(2)]*(4-j)) for j in range(5)]
num = np.rint(np.diag(sum(a.T@a for a in an)))
b1 = np.diag(np.sqrt([1., 2., 3.]), 1); bos = [np.kron(b1, np.eye(4)), np.kron(np.eye(4), b1)]
def second_order(N):
    sel = np.ix_(num == N, num == N)
    hf = sum(e*a.T@a for e, a in zip(eps, an))[sel]; one = np.eye(len(hf))
    H0 = np.kron(hf, np.eye(16))+np.kron(one, sum(w*b.T@b for w, b in zip(om, bos)))
    H1 = 0
    for Mk, b in zip(M, bos):
        rho = sum(Mk[m, n]*an[m].T@an[n] for m in range(5) for n in range(5))[sel]
        H1 = H1+np.kron(rho-0.5*np.trace(Mk)*one, b+b.T)
    D = lambda g: (np.linalg.eigvalsh(H0+g*H1)[0]-eps[:N].sum())/g**2
    return (4*D(0.01)-D(0.02))/3
def contour(f, poles):      # poles: (position, +1 if the pole lies above the contour)
    poles = sorted(poles)
    vert = [poles[0][0]-1+0j]+[x-0.3j*s for x, s in poles]+[poles[-1][0]+1+0j]
    z, w = panels(vert, 80); u, wu = gl(80, 0., 1.); t = u/(1-u); wt = wu/(1-u)**2
    return np.sum(w*f(z))+np.sum(wt*(f(vert[-1]+t)+f(vert[0]-t)))
Dk = lambda w, k: 2*om[k]/(w*w-om[k]**2)
def loops(EF):
    s = np.sign(eps-EF); se = 0; tad = 0
    for n in range(5):
        for k in range(2):
            x = eps[v]-eps[n]
            se += M[k][v, n]**2*1j/(2*pi)*contour(lambda w: Dk(w, k)/(x-w),
                                                 [(x, s[n]), (om[k], -1.), (-om[k], 1.)])
            tad += -s[n]/2*M[k][v, v]*M[k][n, n]*Dk(0., k)
    return se, tad
exact = second_order(4)-second_order(3)
se0, tad0 = loops(0.0); se1, tad1 = loops(1.1)
exch = sum(M[k][v, c]**2*Dk(eps[v]-eps[c], k) for c in core for k in range(2))
dire = sum(M[k][v, v]*M[k][c, c]*Dk(0., k) for c in core for k in range(2))
assert abs(se1+tad1-exact) < 1e-5          # Richardson remainder is of order g^4
assert abs(se1-se0+exch) < 1e-10
assert abs(se0+tad0+dire-exch-exact) < 1e-5
assert abs(exch) > 1e-2 and abs(dire) > 1e-2
print("model levels", eps.tolist(), "boson", om, "E_F 0.0 -> 1.1 (model energy unit)")
print("model coupling M^k_mn = cos(0.7 m n + k), m,n=1..5, k=0,1; values below are g^2 coefficients")
for lab, x in [("exact E(4)-E(3)", exact), ("Sigma old", se0.real), ("Sigma new", se1.real),
               ("-exchange", -exch), ("tadpole old", tad0), ("tadpole new", tad1), ("direct", dire)]:
    print(f"model {lab}: {x:.6f}")

# ---------- radial functions r^s exp(-b r) poly(r) stored as (s, b, coefficients) ----------
def ev(f, r): return r**f[0]*np.exp(-f[1]*r)*np.polynomial.polynomial.polyval(r, f[2])
def mul(f, h): return (f[0]+h[0], f[1]+h[1], np.convolve(f[2], h[2]))
def comb(x, f, y, h):
    c = np.zeros(max(len(f[2]), len(h[2]))); c[:len(f[2])] += x*f[2]; c[:len(h[2])] += y*h[2]
    return (f[0], f[1], c)
def deriv(f):
    c = np.append((f[0]+np.arange(len(f[2])))*f[2], 0.); c[1:] -= f[1]*f[2]
    return (f[0]-1, f[1], c)
def orbital(z, nr, kap):    # Dirac-Coulomb, |kappa|=1, power-series solution
    g = np.sqrt(1-z*z); e = 1/np.sqrt(1+(z/(nr+g))**2); lam = z*e/(nr+g); eb = -lam**2/(1+e)
    a, b = ([1.], [-z/(1+g)]) if kap < 0 else ([z/(1+g)], [1.])
    if nr:
        s = np.linalg.solve([[g+1+kap, -z], [z, g+1-kap]], [lam*a[0]+(e+1)*b[0], lam*b[0]-eb*a[0]])
        a.append(s[0]); b.append(s[1])
    assert abs(lam*a[-1]+(e+1)*b[-1]) < 1e-9*abs(lam*a[-1])     # series terminates
    a, b = np.array(a), np.array(b); q = np.convolve(a, a)+np.convolve(b, b)
    pw = 2*g+1+np.arange(len(q)); nm = np.sqrt(np.sum(q*gamma(pw)/(2*lam)**pw))
    return dict(G=(g, lam, a/nm), F=(g, lam, b/nm), eb=eb, kap=kap)
dens = lambda o: comb(1, mul(o['G'], o['G']), 1, mul(o['F'], o['F']))

class Pair:
    def __init__(s, Z, kap):
        z = Z*alpha; s.c = orbital(z, 0, -1); s.v = orbital(z, 1, kap); s.kap = kap
        s.D = s.v['eb']-s.c['eb']; s.cache = {}
        x, w = gl(100, 0., 1.); s.r = 45/z*x*x; s.wr = 90/z*x*w
        x, w = gl(48, 0., 1.); s.ri = np.outer(s.r, x*x); s.wi = np.outer(s.r, 2*x*w)
        s.rad = [mul(s.c[p], s.v[q]) for p, q in ['GG', 'FF', 'GF', 'FG']]
        A, B = s.rad[2], s.rad[3]; s.p = comb(1, s.rad[0], 1, s.rad[1])
        mi, pl = comb(1, A, -1, B), comb(1, A, 1, B)
        s.terms = ([(1, 0, s.p), (-1, 1, mi), (-2, 1, pl)] if kap < 0 else
                   [(1, 1, s.p), (-3, 0, comb(1, A, 1/3, B)), (-8/3, 2, B)])
        s.div = comb(1, deriv(mi), -(kap+1), (pl[0]-1, pl[1], pl[2]))
    def R(s, L, w, f, h):
        if (L, w) not in s.cache:
            if w == 0: s.cache[L, w] = (s.wi*s.ri**L, s.wr*s.r**(-L-1.)/(2*L+1))
            else: s.cache[L, w] = (s.wi*jn(L, w*s.ri), s.wr*1j*w*(jn(L, w*s.r)+1j*yn(L, w*s.r)))
        ki, ko = s.cache[L, w]
        return np.sum(ko*(ev(h, s.r)*np.sum(ki*ev(f, s.ri), 1)+ev(f, s.r)*np.sum(ki*ev(h, s.ri), 1)))
    def F(s, w): return alpha*sum(c*s.R(L, w, f, f) for c, L, f in s.terms)
    def Fcoul(s, w):
        L = s.terms[0][1]
        return alpha*(s.R(L, 0, s.p, s.p)+sum(c*s.R(l, w, f, f) for c, l, f in s.terms[1:])
                      + (s.R(L, w, s.div, s.div)-s.R(L, 0, s.div, s.div))/w**2)
    def direct(s): return 2*alpha*s.R(0, 0, dens(s.c), dens(s.v))
    def spectrum(s):
        b = s.p[1]; k, wk = panels([0.]+[b*2.**j for j in range(-23, 11)], 12); S = 0
        for c, L, f in s.terms:
            t = 0
            for j, cj in enumerate(f[2]):
                q = f[0]+j+L+1
                t = t+cj*np.sqrt(pi)/2**(L+1)*k**L*gamma(q)/gamma(L+1.5)/b**q \
                    * (1+k*k/b**2)**(-q/2)*hyp2f1(q/2, L+1-q/2, L+1.5, k*k/(k*k+b*b))
            S = S+alpha*2/pi*k*k*c*t*t
        return k, wk, S

# ---------- explicit spinors on an angular grid ----------
def sphere(nt, nf):
    ct, wt = gl(nt, -1., 1.); ph = 2*pi*np.arange(nf)/nf; st = np.sqrt(1-ct*ct)
    n = np.array([np.outer(st, np.cos(ph)).ravel(), np.outer(st, np.sin(ph)).ravel(), np.repeat(ct, nf)])
    return n, np.repeat(wt, nf)*2*pi/nf
nn, wn = sphere(12, 16)
Y00 = np.full(nn.shape[1], 1/np.sqrt(4*pi)); Y10 = np.sqrt(3/(4*pi))*nn[2]
Y11 = -np.sqrt(3/(8*pi))*(nn[0]+1j*nn[1]); Y1m = -Y11.conj()
Om = {(-1, 1): np.array([Y00, 0*Y00])+0j, (-1, -1): np.array([0*Y00, Y00])+0j,
      (1, 1): np.array([-Y10/np.sqrt(3), np.sqrt(2/3)*Y11]),
      (1, -1): np.array([-np.sqrt(2/3)*Y1m, Y10/np.sqrt(3)+0j])}
sig = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
def current(kc, mc, kv, mv):    # [mu, radial type GG FF GF FG, direction]
    A = np.zeros((4, 4, nn.shape[1]), complex)
    A[0, 0] = np.sum(Om[kc, mc].conj()*Om[kv, mv], 0); A[0, 1] = np.sum(Om[-kc, mc].conj()*Om[-kv, mv], 0)
    A[1:, 2] = 1j*np.einsum('an,iab,bn->in', Om[kc, mc].conj(), sig, Om[-kv, mv])
    A[1:, 3] = -1j*np.einsum('an,iab,bn->in', Om[-kc, mc].conj(), sig, Om[kv, mv])
    return A
cc = [current(-1, m, -1, m) for m in (1, -1)]
assert np.abs(cc[0][1:, 2]+cc[0][1:, 3]).max() > 1e-2
assert np.abs(sum(A[1:, 2]+A[1:, 3] for A in cc)).max() < 1e-14      # closed shell has no current
cosg = np.clip(nn.T@nn, -1, 1); PL = [(2*L+1)*eval_legendre(L, cosg) for L in range(4)]
def brute(P, mc, mv):
    A = current(-1, mc, P.kap, mv)*wn; tot = 0
    for L in range(4):
        C = sum(g*A[mu].conj()@PL[L]@A[mu].T for mu, g in enumerate([1, -1, -1, -1]))
        tot += sum(C[i, j]*P.R(L, P.D, P.rad[i], P.rad[j])
                   for i in range(4) for j in range(4) if abs(C[i, j]) > 1e-13)
    return alpha*tot
def golden_rule(P):
    kk, wk = sphere(4, 8); rad = np.array([ev(f, P.r)*P.wr for f in P.rad]); tot = 0
    cur = [current(-1, mc, P.kap, 1)[1:]*wn for mc in (1, -1)]
    for n, w in zip(kk.T, wk):
        E = rad@np.exp(-1j*P.D*np.outer(P.r, n@nn))
        for A in cur:
            a = np.einsum('itn,tn->i', A, E); a = a-n*(n@a); tot += w*np.vdot(a, a).real
    return alpha*P.D/(2*pi)*tot

# ---------- worked example ----------
Z = 50
print(f"Z = {Z}, alpha = {alpha:.10f}, Z alpha = {Z*alpha:.8f}, mc^2 = {mc2:.3f} eV")
cx = lambda x: f"{x.real:.6e} {x.imag:+.6e} i"
for name, kap in [("2s", -1), ("2p1/2", 1)]:
    P = Pair(Z, kap); D = P.D; X = P.F(D)
    if kap < 0:
        assert abs(np.sum(P.wr*ev(P.p, P.r))) < 1e-10
        print(f"gamma = {P.c['G'][0]:.8f}, e(1s)-1 = {P.c['eb']:.8f} mc^2")
    assert abs(np.sum(P.wr*ev(dens(P.v), P.r))-1) < 1e-10
    part = {(mc, mv): brute(P, mc, mv) for mc in (1, -1) for mv in (1, -1)}
    for mv in (1, -1): assert abs(part[1, mv]+part[-1, mv]-X) < 1e-10*abs(X)
    assert abs(part[1, 1]-part[1, -1]) > 1e-3*abs(X)     # a single core electron gives m dependence
    assert np.abs(ev(P.div, P.r)+D*ev(P.p, P.r)).max() < 1e-12
    assert abs(P.Fcoul(D)-X) < 1e-9*abs(X)
    off = abs(P.Fcoul(D/2)-P.F(D/2))/abs(P.F(D/2)); assert off > 1e-4
    k, wk, S = P.spectrum()
    Fk = lambda w: np.sum(wk*S/(k*k-np.atleast_1d(w)[:, None]**2), 1)
    assert abs(Fk(D*(2+1j))[0]-P.F(D*(2+1j))) < 1e-8*abs(X)
    y, wy = panels([0.]+[D*2.**j for j in range(-2, 15)], 12)
    Tm = -np.sum(wy*Fk(1j*y).real*D/(D*D+y*y))/pi
    assert abs(Tm+np.sum(wk*S/(2*k*(D+k)))) < 1e-8*abs(X)
    z1, w1 = panels([0j, D*(1-1j), 2*D+0j], 14); z2, w2 = gl(8, 2*D+0j, D*(2+1j))
    z, w = np.append(z1, z2), np.append(w1, w2)
    Tp = sum(wj*P.F(complex(zj))*2*D/(D*D-zj*zj) for zj, wj in zip(z, w))
    y, wy = panels([D*2.**j for j in range(15)], 12); z = 2*D+1j*y
    Tp = 1j/(2*pi)*(Tp+np.sum(1j*wy*Fk(z)*2*D/(D*D-z*z)))
    assert abs(Tm-Tp+X) < 1e-8*abs(X)
    Gam = golden_rule(P)
    assert abs(-X.imag-Gam/2) < 1e-6*Gam
    assert abs(Tp.imag+Gam/2) < 1e-8*abs(X)
    dr = P.direct()
    print(f"{name}: e_v-1 = {P.v['eb']:.8f} mc^2, Delta = {D:.8f} mc^2")
    for c, L, f in P.terms:
        print(f"{name}: piece {c:+.4f} alpha R_{L} = {cx(alpha*c*P.R(L, D, f, f))} mc^2")
    print(f"{name}: T+ = {cx(Tp)} mc^2")
    print(f"{name}: T- = {Tm:.6e} mc^2")
    print(f"{name}: T- - T+ = {cx(Tm-Tp)} mc^2")
    print(f"{name}: exchange -F(Delta) = {cx(-X)} mc^2 = {cx(-X*mc2)} eV")
    print(f"{name}: Coulomb gauge -F(Delta) = {cx(-P.Fcoul(D))} mc^2")
    print(f"{name}: relative gauge difference at w = Delta/2: {off:.4e}")
    print(f"{name}: static limit -F(0) = {-P.F(0):.6e} mc^2")
    print(f"{name}: golden-rule width = {Gam:.6e} mc^2 = {Gam*mc2:.6e} eV")
    print(f"{name}: direct = {dr:.6e} mc^2 = {dr*mc2:.4f} eV")
    tot = P.v['eb']+dr-X.real
    print(f"{name}: e_v-1+direct+exchange = {tot:.8f} mc^2 = {tot*mc2:.3f} eV")

# ---------- nonrelativistic limit: exact hydrogenic Slater integrals ----------
def slater(L, f, h):
    def half(f, h):
        a, b = f[1], h[1]; t = Fr(0)
        for pf, cf in f[0].items():
            for ph, ch in h[0].items():
                n, m = pf+L, ph-L-1
                t += cf*ch*sum(Fr(fac(m), fac(j))/b**(m-j+1)*fac(n+j)/(a+b)**(n+j+1) for j in range(m+1))
        return t
    return (half(f, h)+half(h, f))/(2*L+1)
r1s = ({2: Fr(4)}, Fr(2)); q2s = ({2: Fr(1), 3: Fr(-1, 2)}, Fr(3, 2)); q2p = ({3: Fr(1)}, Fr(3, 2))
ref = {"K(1s2s)": 2*slater(0, q2s, q2s), "K(1s2p)": slater(1, q2p, q2p)/6,
       "J(1s2s)": slater(0, r1s, ({2: Fr(1, 2), 3: Fr(-1, 2), 4: Fr(1, 8)}, Fr(1))),
       "J(1s2p)": slater(0, r1s, ({4: Fr(1, 24)}, Fr(1))),
       "width(2p)": Fr(4, 9)*Fr(3, 8)**3*(fac(4)/Fr(3, 2)**5)**2/6}
dev = {}
for Zs in (1, 2):
    z = Zs*alpha; a, b = Pair(Zs, -1), Pair(Zs, 1); Xb = b.F(b.D)
    val = {"K(1s2s)": a.F(a.D).real/(alpha*z), "K(1s2p)": Xb.real/(alpha*z),
           "J(1s2s)": a.direct()/(2*alpha*z), "J(1s2p)": b.direct()/(2*alpha*z),
           "width(2p)": -2*Xb.imag/(alpha*z**4)}
    dev[Zs] = {q: val[q]/float(ref[q])-1 for q in ref}
for q in ref:
    assert abs(dev[1][q]) < 20*alpha**2 and abs(dev[2][q]/dev[1][q]-4) < 0.1
    unit = "alpha(Z alpha)^4" if q[0] == 'w' else "alpha(Z alpha)"
    print(f"limit {q} = {ref[q]} {unit} mc^2; rel. deviation Z=1 {dev[1][q]:.3e}, Z=2 {dev[2][q]:.3e}")
print("all tests passed")
```

Printed output:

```
model levels [-2.0, 0.3, 0.7, 1.5, 2.4] boson [0.55, 1.7] E_F 0.0 -> 1.1 (model energy unit)
model coupling M^k_mn = cos(0.7 m n + k), m,n=1..5, k=0,1; values below are g^2 coefficients
model exact E(4)-E(3): 1.868871
model Sigma old: -1.395306
model Sigma new: 0.771554
model -exchange: 2.166860
model tadpole old: 0.848911
model tadpole new: 1.097317
model direct: 0.248406
Z = 50, alpha = 0.0072973526, Z alpha = 0.36486763, mc^2 = 510998.951 eV
gamma = 0.93105940, e(1s)-1 = -0.06894060 mc^2
2s: e_v-1 = -0.01738629 mc^2, Delta = 0.05155431 mc^2
2s: piece +1.0000 alpha R_0 = 6.837607e-05 +3.223991e-08 i mc^2
2s: piece -1.0000 alpha R_1 = -1.331152e-06 -3.223991e-08 i mc^2
2s: piece -2.0000 alpha R_1 = -9.386450e-06 -1.822858e-10 i mc^2
2s: T+ = 3.250965e-05 -1.822856e-10 i mc^2
2s: T- = -2.514882e-05 mc^2
2s: T- - T+ = -5.765847e-05 +1.822856e-10 i mc^2
2s: exchange -F(Delta) = -5.765847e-05 +1.822858e-10 i mc^2 = -2.946342e+01 +9.314786e-05 i eV
2s: Coulomb gauge -F(Delta) = -5.765847e-05 +1.822858e-10 i mc^2
2s: relative gauge difference at w = Delta/2: 1.6780e-02
2s: static limit -F(0) = -5.648138e-05 mc^2
2s: golden-rule width = 3.645716e-10 mc^2 = 1.862957e-04 eV
2s: direct = 1.193884e-03 mc^2 = 610.0733 eV
2s: e_v-1+direct+exchange = -0.01625007 mc^2 = -8303.766 eV
2p1/2: e_v-1 = -0.01738629 mc^2, Delta = 0.05155431 mc^2
2p1/2: piece +1.0000 alpha R_1 = 4.941176e-05 +1.196731e-06 i mc^2
2p1/2: piece -3.0000 alpha R_0 = -2.035089e-05 -3.759091e-06 i mc^2
2p1/2: piece -2.6667 alpha R_2 = -2.067325e-06 -9.705047e-10 i mc^2
2p1/2: T+ = 1.629417e-05 -2.563330e-06 i mc^2
2p1/2: T- = -1.069938e-05 mc^2
2p1/2: T- - T+ = -2.699354e-05 +2.563330e-06 i mc^2
2p1/2: exchange -F(Delta) = -2.699354e-05 +2.563330e-06 i mc^2 = -1.379367e+01 +1.309859e+00 i eV
2p1/2: Coulomb gauge -F(Delta) = -2.699354e-05 +2.563330e-06 i mc^2
2p1/2: relative gauge difference at w = Delta/2: 1.0354e-01
2p1/2: static limit -F(0) = -2.354360e-05 mc^2
2p1/2: golden-rule width = 5.126660e-06 mc^2 = 2.619718e+00 eV
2p1/2: direct = 1.394430e-03 mc^2 = 712.5525 eV
2p1/2: e_v-1+direct+exchange = -0.01601885 mc^2 = -8185.617 eV
limit K(1s2s) = 16/729 alpha(Z alpha) mc^2; rel. deviation Z=1 -7.548e-06, Z=2 -3.018e-05
limit K(1s2p) = 112/6561 alpha(Z alpha) mc^2; rel. deviation Z=1 -1.510e-04, Z=2 -6.042e-04
limit J(1s2s) = 17/81 alpha(Z alpha) mc^2; rel. deviation Z=1 2.500e-05, Z=2 1.000e-04
limit J(1s2p) = 59/243 alpha(Z alpha) mc^2; rel. deviation Z=1 2.856e-05, Z=2 1.142e-04
limit width(2p) = 256/6561 alpha(Z alpha)^4 mc^2; rel. deviation Z=1 6.272e-06, Z=2 2.509e-05
all tests passed
```
